# Threading density from centimetre-long misfit dislocations

## A square patch that can be counted by hand

Take a square patch of epitaxial film with side \(10^8\) Å, which is 1 cm. The film is lattice-mismatched to its substrate, and a strain of 0.01 has been relieved by dislocations lying in the interface. They form two sets of parallel lines, one along each side of the square. Let every line run the full length of the patch and then, just inside the boundary, turn up at both ends and pass through the film to its surface. The part in the interface is a misfit segment, and the parts crossing the film are threading dislocations.

Suppose each line lets the film shift by 2 Å relative to the substrate, in the direction perpendicular to the line. To relieve a strain of 0.01, there must be a shift of 2 Å in every

\[
\frac{2\ \text{Å}}{0.01}=200\ \text{Å}.
\]

Along one side of the patch there are then \(10^8/200=5\times10^5\) lines. The second set contributes as many again, which makes \(10^6\) lines in all. Each has two ends, so \(2\times10^6\) threading dislocations reach the surface of a patch of 1 cm².

A segment of 1 cm is enormous beside the 200 Å between neighbouring lines, yet the threading density, averaged over the patch, is still of order \(10^6\) cm\(^{-2}\). In this patch the threads all stand along the boundary; the same average holds when segments of this length end at scattered places in a larger film. For a given segment length, the estimate rests on three inputs: the shift per line, the link between line spacing and strain, and the claim that both ends come up through the film. The first two follow from geometry. The third is a condition that may fail, and the result changes with it.

## The shift produced by a 60-degree dislocation

The algebra is in atomic units, with lengths in bohr. The final relations are purely geometrical and hold in any length unit; the numbers are in Å.

Consider a (001) film with the diamond or zincblende lattice and cubic lattice constant \(a\). Take a misfit line along \(\mathbf u=[110]/\sqrt2\), and let \(\mathbf t=[1\bar10]/\sqrt2\) be the in-plane direction across it. A possible Burgers vector is

\[
\mathbf b=\frac a2[101],\qquad b=|\mathbf b|=\frac{a}{\sqrt2}.
\]

Its three components are

\[
\mathbf b\cdot\mathbf u=\frac{a}{2\sqrt2}=\frac b2,\qquad
\mathbf b\cdot\mathbf t=\frac{a}{2\sqrt2}=\frac b2,\qquad
b_z=\frac a2=\frac{b}{\sqrt2}.
\]

The first gives \(\cos\theta=1/2\) for the angle between line and Burgers vector, hence the name 60-degree dislocation. The glide plane contains both \(\mathbf u\) and \(\mathbf b\). Its normal is along \([110]\times[101]=[1\bar1\bar1]\), so it is a {111} plane, inclined to the interface. The dislocation can therefore glide through the film.

The second component is the one that relieves misfit:

\[
b_e=\frac b2 .
\]

Four Burgers vectors share this value of \(\mathbf b\cdot\mathbf t\): \(\tfrac a2[101]\), \(\tfrac a2[10\bar1]\), \(\tfrac a2[0\bar11]\) and \(\tfrac a2[0\bar1\bar1]\). Their components along the line (screw) and along the film normal take both signs. I assume that the four occur equally often, so that these components average to zero over the network, and that every segment has the sign of \(b_e\) that reduces the misfit.

## From line length to relieved strain

Let the film have thickness \(h\) and area \(A\). A misfit segment of length \(\ell\) is left behind when a strip of its glide plane, reaching from the interface to the surface, has slipped by \(\mathbf b\). Seen along \(\mathbf t\), this strip has width \(\ell\) and height \(h\), so its projected area is \(\ell h\). The difference between the width at the top and at the bottom of the strip is of order \(h\) and is neglected beside \(\ell\).

Now draw straight lines through the film parallel to \(\mathbf t\). Each line that crosses the strip gains a displacement \(b_e\) along its own direction. Integrated over all the lines, the gain is \(b_e\ell h\). Dividing by the film volume \(Ah\) gives the average plastic strain along \(\mathbf t\):

\[
\frac{b_e\,\ell h}{Ah}=\frac{b_e\,\ell}{A}.
\]

The thickness has cancelled. A thick substrate holds the total in-plane dimensions of the film fixed, so this plastic strain is subtracted from the magnitude of the elastic misfit strain. If \(\Lambda_1\) is the total segment length per area in one array, the relieved strain is

\[
\delta=b_e\Lambda_1 .
\]

For unbroken lines with spacing \(p\), \(\Lambda_1=1/p\) and \(\delta=b_e/p\). The choice of film or substrate as reference length changes this by a relative amount of order \(\delta\), here one per cent.

One array relieves strain only across its lines. Equal relief in both in-plane directions needs a second array at right angles, so the total line length per area is

\[
\Lambda=2\Lambda_1=\frac{2\delta}{b_e}.
\tag{1}
\]

### The same strain from elasticity

The relation \(\delta=b_e/p\) can also be obtained from the stress fields. Place the array at \(z=0\) in an infinite isotropic medium with shear modulus \(\mu\) and Poisson ratio \(\nu\), with \(x\) measured across the lines. The in-plane edge component of one line gives

\[
\sigma_{xx}=-D\,\frac{z(3x^2+z^2)}{(x^2+z^2)^2},\qquad
\sigma_{zz}=D\,\frac{z(x^2-z^2)}{(x^2+z^2)^2},\qquad
D=\frac{\mu b_e}{2\pi(1-\nu)} .
\]

A few spacings away from the array, the sum over lines may be replaced by \((1/p)\int dx\). For \(z>0\), the substitution \(x=z\tan\varphi\) gives

\[
\int_{-\infty}^{\infty}\frac{z(3x^2+z^2)}{(x^2+z^2)^2}\,dx
=\int_{-\pi/2}^{\pi/2}(3\sin^2\varphi+\cos^2\varphi)\,d\varphi
=\frac{3\pi}{2}+\frac{\pi}{2}=2\pi .
\]

The corresponding integral for \(\sigma_{zz}\) is \(\pi/2-\pi/2=0\). In plane strain,

\[
\varepsilon_{xx}=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2\mu}
=-\frac{1-\nu}{2\mu}\,\frac{2\pi D}{p}=-\frac{b_e}{2p}\qquad(z>0).
\]

Below the array the sign is reversed, so the strain jumps by \(b_e/p\) in magnitude, whatever the elastic constants. An explicit sum over a long finite array gives a jump of 0.010000 for the values used here. In the infinite medium the two sides share the jump equally; with a thick substrate, the film takes it.

## From line length to threading density

A dislocation cannot simply stop inside otherwise perfect crystal. Draw a closed circuit around it: the closure failure of the circuit is the Burgers vector. The circuit can be moved along the line through good crystal without changing this failure. If the line stopped, the circuit could be slid past its end and shrunk to a point, where the failure is zero. This is a contradiction.

Each end of a misfit segment must therefore continue somewhere. It may rise through the film, run down into the substrate, leave at the wafer edge or join other dislocations. Let \(m\) be the mean number of ends per segment that thread to the film surface, and let \(L\) be the arithmetic mean segment length. The number of segments per area is \(\Lambda/L\), because total length equals number times mean length. With (1), the threading density is

\[
\rho=\frac{m\Lambda}{L}=\frac{2m\delta}{b_eL}=\frac{4m\delta}{bL}.
\tag{2}
\]

Here \(\rho\) counts, per plan area, the threads at the film surface that end a misfit segment, with each end taken to have its own thread. If two arms fuse, for example by \(\tfrac a2[101]+\tfrac a2[0\bar1\bar1]\to\tfrac a2[1\bar10]\), one thread ends two segments and each of the two ends counts only one half in \(m\). Threads that have drawn out no segment must be added. Among them are inherited threads whose Burgers vector lies in the plane of the interface, since the mismatch stress exerts no glide force on them. Two cases are of interest.

**Fresh half-loops.** A half-loop starts at the film surface and expands down to the interface. Its two arms then glide apart and draw out a misfit segment between them. Both arms remain in the film, so \(m=2\) and \(\rho=8\delta/(bL)\).

**Inherited threads.** A dislocation already in the substrate continues through the growing film. Its upper part glides sideways and leaves a misfit segment, which joins the substrate part to the moving part. Only one end reaches the film surface, so \(m=1\) and \(\rho=4\delta/(bL)\). Without multiplication this mechanism creates no new threads: the density in (2) must already be present in the substrate. A cleaner substrate would need longer glide, or additional sources, for the same relief.

## Numbers for the interior of a large wafer

Take round model parameters: \(b=4\) Å, \(\delta=0.01\) and \(L=10^8\) Å. Then \(b_e=2\) Å and

\[
\Lambda=\frac{2\times0.01}{2\ \text{Å}}=10^{-2}\ \text{Å}^{-1}.
\]

For half-loops,

\[
\rho=\frac{2\times10^{-2}\ \text{Å}^{-1}}{10^8\ \text{Å}}
=2\times10^{-10}\ \text{Å}^{-2}=2\times10^6\ \text{cm}^{-2}.
\]

For inherited threads the result is \(1\times10^6\) cm\(^{-2}\). The estimate from the square patch is thus the case \(m=2\).

The formula was also tested on a random network of 400000 segments with widely spread lengths and all four Burgers vectors for each line direction. The network was given the area that (2) assigns to its number of ends, and each segment contributed its length times its Burgers vector per area. The test therefore checks the counting and the averaging over lengths and Burgers vectors, not the strain rule itself. Adding up the Burgers vectors gave relieved strains of 0.01001 and 0.00997 along the two cubic axes in the plane, and a shear of about \(-3\times10^{-6}\). The small departures from 0.01 and zero are of the size expected from random sampling.

The reason such long segments do not give a low density appears in the typical distance between threads, when the segment ends are spread over the area. With \(m=2\) and \(\Lambda=2/p\), equation (2) becomes \(\rho=4/(pL)\), so

\[
\rho^{-1/2}=\tfrac12\sqrt{pL}=7.1\times10^4\ \text{Å}.
\]

This is half the geometric mean of a very short length, 200 Å, and a very long one, \(10^8\) Å. Making the segments a hundred times longer increases the distance between threads only tenfold.

## When the arms reach the wafer edge

Segments of 1 cm are not negligible beside a wafer, and an arm that runs out at the edge leaves no thread. Consider a square wafer of side \(W\) with edges parallel to the two sets of lines. Half-loop sources are distributed uniformly, and each arm glides a distance \(g\le W\) unless it meets the edge first.

For one arm, the distance \(s\) from source to edge is uniformly distributed between 0 and \(W\). The arm survives if \(s>g\), which has probability \(1-g/W\). The mean distance it travels is

\[
\frac1W\left[\int_0^g s\,ds+\int_g^W g\,ds\right]
=\frac1W\left[\frac{g^2}{2}+g(W-g)\right]
=g\left(1-\frac{g}{2W}\right).
\]

Each source has two arms, hence

\[
m=2\left(1-\frac gW\right),\qquad
L=2g\left(1-\frac{g}{2W}\right).
\]

Inserting both in (2) gives

\[
\rho=\frac{2\delta}{b_eg}\;\frac{1-g/W}{1-g/(2W)} .
\tag{3}
\]

For \(g\ll W\) the last fraction tends to 1, and (3) returns the interior result with \(L=2g\). For \(g=W\) every arm leaves and the density is zero, although the strain is still relieved. Long segments alone therefore do not imply a threading density; the ends must also stay in the film.

Let the arms reach \(g=5\times10^7\) Å, so that an uninterrupted segment is 1 cm long. On a wafer of side \(10^9\) Å (10 cm), \(g/W=0.05\) and the edge factor is

\[
\frac{0.95}{0.975}=0.974,
\]

which gives \(\rho=1.95\times10^6\) cm\(^{-2}\). On a wafer of side \(10^8\) Å (1 cm), \(g/W=0.5\), the factor is \(0.5/0.75=0.667\), and \(\rho=1.33\times10^6\) cm\(^{-2}\). The order of magnitude survives even there.

In this model \(\delta\) is the average over the wafer. At an edge, the lines that end there are drawn out by arms from one side only. These lines relieve the strain parallel to the edge. With uniform sources and \(g\le W/2\), as on both wafers here, this relief is half as large at the edge as in the middle. The lines parallel to the edge are not thinned out, so at distances of at least \(g\) from the corners the strain perpendicular to the edge is relieved as in the middle. On the small wafer only the midpoint of each edge is that far from both corners. On the small wafer this variation extends over the whole width, and its factor of 0.667 should be read as an illustration of the size of the edge effect.

## What a density of 10⁴ cm⁻² requires

Suppose the aim is \(\rho=10^4\) cm\(^{-2}\), or \(10^{-12}\) Å\(^{-2}\). If both ends of every segment stay in the film, (2) demands

\[
L=\frac{4\delta}{b_e\rho}
=\frac{0.04}{2\times10^{-12}}\ \text{Å}=2\times10^{10}\ \text{Å},
\]

which is 200 cm and exceeds the wafer. The other route is to let nearly all arms leave. Write \(g=W(1-\eta)\), so that \(\eta\) is the fraction of the wafer side by which the reach falls short. Then \(1-g/W=\eta\) and \(1-g/(2W)=(1+\eta)/2\), and (3) becomes

\[
\rho=\frac{2\delta}{b_eW(1-\eta)}\,\frac{2\eta}{1+\eta}
=\frac{4\delta\,\eta}{b_eW(1-\eta^2)} .
\]

For small \(\eta\) this gives \(\eta\approx b_eW\rho/(4\delta)\). On the 10 cm wafer the estimate is \(2\times10^9\times10^{-12}/0.04=0.05\), and the full equation gives 0.0499. The arms must reach 9.5 cm. About one arm in twenty then remains, so \(m\approx0.1\), while the mean segment length is \(L=W(1-\eta^2)\approx10\) cm. The density of \(10^4\) cm\(^{-2}\) is an average over the wafer. An arm stays in the film only if it starts within \(W-g\approx0.5\) cm of the edge behind it, and it then stops within 0.5 cm of the edge ahead. In this model all remaining threads therefore lie in a rim 0.5 cm wide, and the interior has none. Compared with the interior value of \(2\times10^6\) cm\(^{-2}\) for half-loops with \(L=1\) cm, the lost ends lower the density by a factor of 20 and the longer segments by a factor of 10.

Annihilation is another way to lose ends. When two half-loops on the same glide plane with the same Burgers vector grow towards each other, their facing arms have opposite senses and can cancel. Two segments with four threads become one longer segment with two. In (2) this is an increase of \(L\) at \(m=2\), and it must not be counted a second time as a reduction of \(m\). To go from \(2\times10^6\) to \(10^4\) cm\(^{-2}\) by removing threads at fixed line length, 99.5 per cent of them must disappear. As an average over the 10 cm wafer, merging segments along the same line cannot achieve this. Even if every line ran unbroken across the wafer, with both ends still in the film, (2) with \(L=10\) cm and \(m=2\) would leave \(2\times10^5\) cm\(^{-2}\). In that limit all these threads stand at the rim and the interior has none, so the bound applies to the wafer average and not to the density in the middle.

## Comparison and range of validity

The count on the square patch and the derivation agree because the patch has \(m=2\) and a mean segment length of 1 cm. The derivation adds that a spread of lengths enters through the arithmetic mean, that inherited threads halve the result at a given segment length, and that loss at the edge can remove it altogether. At a given glide distance, inherited threads and half-loops give the same interior density, because a segment drawn out by one arm is only half as long as one drawn out by two.

The strain \(\delta\) in these formulas is the part actually relieved. Below the critical thickness, misfit dislocations are not energetically favoured and a coherent film needs none. Above it, relief may be partial, and a film with one per cent total misfit then has \(\delta<0.01\) and proportionally fewer threads at the same \(L\) and \(m\). How long the segments become depends on dislocation speed, blocking by crossing lines and the density of sources. None of these is predicted here; they enter through \(L\) and \(m\). The length of 1 cm is an assumed value, and at the same \(\delta\) and \(m\) shorter segments raise the density in inverse proportion to \(L\). The numerical output below lists the values used.

## Computed results

```
Burgers vector length b = 4.000 angstrom
cubic lattice constant a = 5.657 angstrom
in-plane edge component b_e = 2.000 angstrom
relieved strain delta = 0.0100 (dimensionless)
segment length L = 1.000e+08 angstrom = 1.00 cm
line spacing p in each array = 200.0 angstrom
lines crossed in 1 cm, each array = 5.000e+05 (number)
line length per area, both arrays = 1.0000e-02 angstrom^-1
strain jump from summed fields = 0.010000 (dimensionless)
network strain xx = 0.01001 (dimensionless)
network strain yy = 0.00997 (dimensionless)
network shear xy = -2.84e-06 (dimensionless)
segments in network sample = 400000 (number)
density, half-loops, m=2 = 2.000e-10 angstrom^-2 = 2.000e+06 cm^-2
density, inherited threads, m=1 = 1.000e-10 angstrom^-2 = 1.000e+06 cm^-2
density, wafer side 1 cm = 1.333e-10 angstrom^-2 = 1.333e+06 cm^-2
density, wafer side 10 cm = 1.949e-10 angstrom^-2 = 1.949e+06 cm^-2
mean thread distance rho^(-1/2), m=2 = 7.071e+04 angstrom
arm reach g on both wafers = 5.000e+07 angstrom
edge factor, side 1 cm = 0.6667 (dimensionless)
edge factor, side 10 cm = 0.9744 (dimensionless)
target density = 1.000e-12 angstrom^-2 = 1.000e+04 cm^-2
interior segment length for target = 2.000e+10 angstrom = 200.0 cm
reach for target, side 10 cm = 9.5012e+08 angstrom = 9.501 cm
eta = 1 - g/W for target = 0.04988 (dimensionless)
```
